Reading a Channel's Degeneracy from Its Shubnikov-de Haas Frequency

**Problem**

The electrons in a transistor channel have a low-temperature Hall density n = 4.00 × 10¹² cm⁻². Their resistance oscillates with magnetic field, and in the variable 1/B the fundamental frequency is F = 41.4 T. The field is normal to the channel, and the oscillation is read where no spin or valley splitting is resolved.

(a) Derive the relation between n, F and the number g of equal copies of the Fermi contour, and find g.

(b) Is the result consistent with the lowest subband of (100) silicon? Would (110) or (111) silicon give the same frequency?

(c) Check that one subband can hold all the electrons. Take masses 0.916 m₀ along a silicon valley and 0.19 m₀ across it, and relative permittivity 11.7.

(d) For a mobility of 3000 cm²/Vs and a temperature of 2 K, is the oscillation visible at 5 T? What could make the deduced g wrong?

**Solution**

**(a) Counting states in a magnetic field**

Assume first that a single subband is occupied and that its g copies, labelled by spin and valley, are equally filled. Assume also that the Hall density is the total density; part (d) examines this.

Take one copy with an isotropic mass m in a rectangle of sides Lx and Ly. With the vector potential (0, Bx) and electron charge −e, the Hamiltonian is

H = [pₓ² + (p_y + eBx)²]/(2m).

A state proportional to exp(iky) has p_y = ħk, so H becomes a harmonic oscillator in x with frequency ω_c = eB/m, centred at x = −ħk/(eB). Its energies are ħω_c(j + ½), with j = 0, 1, 2, …, and do not depend on k. The allowed k are spaced by 2π/Ly. The centres must lie within a length Lx, so k covers a range eBLx/ħ. One level therefore holds

(eBLx/ħ)/(2π/Ly) = (eB/h) LxLy

states, which is eB/h per unit area, or one state per flux quantum h/e. A direct diagonalization of a square lattice with 1/12 flux quantum per cell supports this count: samples threaded by 12 and 18 flux quanta had 12 and 18 states in their lowest level.

With g coincident copies, each level holds g eB/h electrons per area. The number of levels' worth of electrons is

p = n/(g eB/h) = hn/(geB).

Disorder broadens the levels, but the period survives when the broadening is symmetric and its tails do not reach from the chemical potential to the bottom of the ladder. Let G(E) be the filled fraction of a broadened level when the chemical potential lies an energy E above its centre. Then

p = Σⱼ G(μ − ħω_c(j + ½)).

Raising μ by ħω_c shifts every term to the next level and adds one filled level at the bottom, so p rises by one. The density of states at μ returns to its former value. Far above the bottom of the ladder it is thus a periodic function of p with period one, while the ratio of broadening to ħω_c sets the amplitude. At fixed n, p is proportional to 1/B, and Δp = 1 gives

Δ(1/B) = ge/(hn),

F = 1/Δ(1/B) = hn/(ge).

Solving for the degeneracy,

g = hn/(eF).

The same relation follows from areas in wave-vector space. Each copy has n/g electrons, and one state occupies an area 4π² in k-space per unit sample area. The Fermi contour therefore encloses A = 4π²n/g, and

ħA/(2πe) = (ħ/(2πe))(4π²n/g) = 2πħn/(ge) = hn/(ge) = F.

The frequency measures the enclosed area of one copy, whereas the Hall density counts all copies. Their ratio gives g, and the mass has dropped out.

For the data, n = 4.00 × 10¹⁶ m⁻² and h/e = 4.1357 × 10⁻¹⁵ T m², so

hn/e = 165.43 T,

g = 165.43/41.4 = 3.996.

The degeneracy is 4. With unresolved spin, each valley contributes two copies, so the neighbouring candidates are 2 and 6. They would give F = 82.71 T and 27.57 T, against 41.36 T for g = 4. To reach even the midpoint between 4 and a neighbour, the ratio n/F would have to be wrong by 25% relative to its value for g = 4.

The period was also tested numerically by filling Landau levels at fixed n between 3 and 8 T. The levels were Gaussian, with standard deviation 0.8 meV, mass 0.19 m₀ and spin g-factor 2. The case g = 4 included a valley splitting of 0.50 meV. A Fourier transform of the density of states at the chemical potential gave 82.70, 41.35 and 20.65 T for g = 2, 4 and 8. The window holds only about 17, 8 and 4 periods, so the last digits depend on how the period is read: the spacing of the minima gives values higher by 0.05 to 0.16 T. Changing the mass to 0.30 m₀ for g = 4, with a width of 0.51 meV and no valley splitting, again gave 41.35 T.

**(b) Which silicon valleys are lowest?**

Silicon has six conduction valleys, in pairs along the three cubic axes. Near a minimum the energy is (ħ²/2) k·W·k, where W is the inverse mass tensor: 1/m_l along the valley axis and 1/m_t across it, with m_l = 0.916 m₀ and m_t = 0.19 m₀.

Let z be the surface normal, with unit vector u. Confinement replaces k_z by −i d/dz. Terms linear in this derivative can be removed by a phase factor in the wave function. The remaining second-derivative term is −(ħ²/2)W_zz d²/dz², so the mass that matters for confinement is

m_z = 1/W_zz = 1/(u·W·u).

In a given potential, a larger m_z means a lower level. The kinetic energy operator T is proportional to 1/m_z, so the derivative of the level energy with respect to m_z is −⟨T⟩/m_z, which is negative.

- On (100), two valleys point along the normal and have m_z = m_l. The other four have m_z = m_t. The lowest subband has two valleys, and with spin g = 4.
- On (110), the four valleys whose axes are tilted by 45° from the normal have 1/m_z = ½(1/m_l + 1/m_t), hence m_z = 2m_l m_t/(m_l + m_t). This exceeds m_t because 2m_l > m_l + m_t. The other two have m_z = m_t. Thus four valleys are lowest and g = 8.
- On (111), all six have 1/m_z = (1/m_l + 2/m_t)/3, so g = 12.

On (110) and (111) the contours are ellipses. Stretching one in-plane axis and shrinking the other by the same factor turns them into circles without changing areas or flux, so the relation of part (a) still holds. At the same density, this effective-mass count predicts 41.36 T for (100), 20.68 T for (110) and 13.79 T for (111). The measurement agrees with (100) and disagrees with the other two, provided that on them too only the lowest subband is occupied, its valleys are equally filled and the Hall density is the total density.

On (111) the last condition fails at low field even for one subband with equal filling and one scattering time. The ellipses have masses m₁ = m_t and m₂ = (m_t + 2m_l)/3 = 0.674 m₀ along their axes. Averaged over the three directions, σ_xx is proportional to (1/m₁ + 1/m₂)/2 and σ_xy to 1/(m₁m₂), so the Hall density is (m₁ + m₂)²/(4m₁m₂) = 1.46 times the total. A Hall density of 4.00 × 10¹² cm⁻² would then mean F = 9.46 T, even further from the measured value.

Equal filling matters too. If strain, for example, left only two valleys occupied on (110) or (111), those surfaces would also give g = 4. The frequency alone therefore does not establish the orientation.

Agreement is not identification. Two separate layers with g = 2 and density n/2 each would have F = h(n/2)/(2e) = hn/(4e), the same frequency. Under the assumptions of part (a), the data give four equal contours; that they are two spins times two silicon valleys is an interpretation. The mass offers a further check, because it enters the temperature dependence derived in part (d).

**(c) Can one subband hold the electrons?**

On (100), the two lowest valleys have mass m_t in both in-plane directions, so their contours are circles. From n = g πk_F²/(4π²),

k_F = √(4πn/g) = 0.3545 nm⁻¹,

and the enclosed area is πk_F² = 0.3948 nm⁻². The Fermi energy, measured from the subband bottom, is

E_F = ħ²k_F²/(2m_t) = 2πħ²n/(g m_t) = 25.2 meV.

This equals pħω_c, as substituting p = hn/(geB) and ω_c = eB/m_t shows. At 5 T, p = 33.09/4 = 8.27 and ħω_c = 3.05 meV, whose product is again 25.2 meV.

A second subband stays empty at low temperature if its bottom lies above E_F. To estimate the gaps, place an impenetrable wall at z = 0 and solve

−(ħ²/2m_z) ζ″ + V(z)ζ = Eζ,

dV/dz = (e²/ε)[N_dep + n∫_z^∞ |ζ₀(z′)|² dz′].

Here ζ₀ is the lowest state with m_z = m_l, ε is the permittivity of silicon, and N_dep is the depletion charge per area divided by e. The bracket counts the charge that still pulls an electron at depth z towards the surface. The depletion field is taken as constant across the thin electron layer. All electrons are placed in ζ₀, and the two equations are iterated to agreement.

For N_dep = 1.2 × 10¹² cm⁻², the second subband of the heavy-m_z valleys lies 54.9 meV above the lowest level, and the first subband of the other four valleys lies 54.0 meV above it. Both exceed 25.2 meV. The smaller margin, 28.8 meV, is about 167 times the thermal energy of 0.172 meV at 2 K, so thermal occupation is negligible in this model.

The result depends on the depletion charge. With n held fixed and N_dep reduced to 1.0 × 10¹¹ cm⁻², the gaps fall to 22.8 and 24.2 meV, slightly below E_F. The assumption that all electrons occupy ζ₀ is then inconsistent with its own result, and some would move to an upper subband. The weaker field also lets the electrons spread: their mean depth grows from 1.57 to 1.92 nm.

The calculation omits exchange, correlation, image forces and penetration into the oxide, and these matter more than the digits shown. A local exchange potential raises the gaps by roughly 10 meV. Penetration into a 3.1 eV oxide barrier lowers the gap to the four-valley subband by about 10 meV in the first case and 2 meV in the second. The fall of the depletion field with depth lowers the gaps of the first case by about 0.7 meV. With gaps only 1 to 2.4 meV below E_F, and only about 1% of the electrons moving up in the Hartree model, the calculation cannot settle the low-depletion case: exchange alone would lift both gaps above E_F. Single occupancy is comfortable in the first case and must be checked in the second.

**(d) Visibility and sources of error**

*Damping.* Far above the ladder's bottom, sharp levels form a comb of period ħω_c in energy. Its Fourier series gives a density of states, relative to its zero-field value, of

1 + 2 Σₛ (−1)ˢ cos(2πsE/ħω_c), s = 1, 2, ….

The sign comes from the half-spacing offset of the levels. Averaging the s = 1 term over energy gives its damping.

For temperature, the weight is the negative derivative of the Fermi function. With t = (E − μ)/(k_BT) and a = 2πk_BT/(ħω_c), the factor is

R_T = ∫ cos(at)/(4cosh²(t/2)) dt,

taken over all t. Replace the cosine by exp(iat), which leaves the integral unchanged because the weight is even. Shifting the path by 2πi multiplies the integral by exp(−2πa). Between the two paths lies a double pole at t = iπ, where the weight behaves as −1/(t − iπ)². Its residue is −ia exp(−πa), so

R_T[1 − exp(−2πa)] = 2πa exp(−πa),

R_T = πa/sinh(πa) = X/sinh X, with X = 2π²k_BT/(ħω_c).

Since ω_c = eB/m, measuring the amplitude at several temperatures yields m, provided the oscillation is small; a large one also moves the chemical potential at fixed n. A value near 0.19 m₀ would support the silicon interpretation. At 5 T and 2 K, X = 19.74 × 0.17235/3.0465 = 1.117 and R_T = 0.819.

For collisions, take Lorentzian levels of half-width γ = ħ/(2τ). The average of exp(2πiE/ħω_c) over a Lorentzian is fixed by its pole at E = iγ, which gives

R_D = exp(−2πγ/ħω_c) = exp(−π/(ω_cτ)).

The Lorentzian is used here only for the amplitude at a fixed chemical potential; its long tails do not meet the condition on the broadening in part (a).

If the lifetime τ equals the one that sets the mobility μ_e = eτ/m, then ω_cτ = μ_eB = 0.300 × 5 = 1.50. This gives γ = 1.02 meV and R_D = exp(−π/1.50) = 0.123.

*Splittings.* If each level splits into two, separated by Δ, the two cosines carry phases ±πΔ/(ħω_c). Their average is the original cosine times cos(πΔ/ħω_c). The spin splitting at 5 T is 0.58 meV for a g-factor of 2, giving a factor cos(π × 0.58/3.05) = 0.83. A valley splitting of 0.50 meV, a rough value, gives 0.87. To leading order at fixed chemical potential, the relative amplitude of the density-of-states oscillation is

2 × 0.819 × 0.123 × 0.83 × 0.87 ≈ 0.15.

An oscillation of this size should be visible in the resistance, although the two relative amplitudes need not be equal.

The splitting factor also shows how g can be misread. If Δ = ħω_c/2, the fundamental vanishes because cos(π/2) = 0, while the second harmonic has a factor of magnitude |cos π| = 1 and survives. In the filling calculation with this spin splitting, a level width of 0.4 meV, mass 0.19 m₀ and no valley splitting, the strongest frequency was 82.70 T. Taken for the fundamental, it would suggest g = 2 although four copies are present. This case is an illustration, not the present device. In a normal field the ratio of spin splitting to ħω_c is the g-factor times m/(2m₀), which is 0.19 at every field for a g-factor of 2 and mass 0.19 m₀. Reaching one half needs a g-factor of 5.26, or a field tilted about 68° from the normal.

*A second subband.* Suppose groups i have densities nᵢ and mobilities μᵢ. In magnitude, their conductivities are

σ_xx = Σ nᵢeμᵢ/(1 + μᵢ²B²),

σ_xy = Σ nᵢeμᵢ²B/(1 + μᵢ²B²).

The Hall resistivity is ρ_xy = σ_xy/(σ_xx² + σ_xy²). For a single group this reduces to B/(ne) at every field in this model, so the Hall density is n. For several groups at low field, the denominators 1 + μᵢ²B² tend to one and σ_xy² is negligible beside σ_xx². The Hall density B/(eρ_xy) becomes

n_H = (Σ nᵢμᵢ)²/(Σ nᵢμᵢ²).

These formulas assume that each group has an isotropic mobility, as for circular contours. The Cauchy-Schwarz inequality then keeps n_H from exceeding the total density. Elliptical contours that point in different directions can raise it above the total. This can happen on (111), and also on (100) if the four upper valleys are occupied. Let 10% of the electrons occupy a second group with one third of the mobility. In units of 10¹² cm⁻² and cm²/Vs,

n_H = (3.6 × 3000 + 0.4 × 1000)²/(3.6 × 3000² + 0.4 × 1000²) = 3.824.

The main group has F = 0.9 × 165.43/4 = 37.22 T. The apparent degeneracy is (3.824/4.00) × 165.43/37.22 = 4.25. A clear departure from an even integer is therefore a warning; the measured 3.996 gives none. It does not exclude a second group. One of very low mobility adds little to n_H and so leaves the apparent g close to 4; in the example above, a second group 2.25 times as mobile as the main one would also give 4.

*The real device.* The mobility and depletion charge used here are rough values for a good silicon channel at low temperature with moderate doping. Gate stacks with high-permittivity oxides can have lower mobility. At 1000 cm²/Vs, μ_eB = 0.50 at 5 T and R_D falls to about 0.002; recovering 0.123 would take 15 T. Charged defects can also make τ shorter than the mobility suggests, which reduces the amplitude but, at a fixed chemical potential, leaves F unchanged. Charge trapping matters if n is inferred from gate capacitance instead of the Hall effect: an estimate 10% above the mobile density would raise the apparent g from 3.996 to about 4.4. Finally, the method is cryogenic. At 300 K, X is 150 times larger than at 2 K, the oscillation vanishes for practical purposes, and k_BT is about as large as E_F.

The main values used here are collected in the numerical output.

Numbers as computed

```
Hall density: 4.00e+12 cm^-2
Measured frequency F: 41.4 T
Flux quantum h/e: 4.1357e-15 T m^2
h n/e (frequency for g = 1): 165.43 T
Degeneracy g = h n/(e F): 3.996, nearest integer 4
Density from F with g = 4: 4.004e+12 cm^-2
Period in 1/B: 0.02415 1/T
Predicted F for g = 2: 82.71 T
Predicted F for g = 4: 41.36 T
Predicted F for g = 6: 27.57 T
Predicted F for g = 8: 20.68 T
Predicted F for g = 12: 13.79 T
Lattice states in lowest level (12, 18 quanta): [12, 18]
Simulated F for g = 2: 82.70 T
Simulated F for g = 4: 41.35 T
Simulated F for g = 8: 20.65 T
Simulated F, g = 4, mass 0.30: 41.35 T
Simulated F, spin splitting half of spacing: 82.70 T
(100) Si: lowest valleys 2, g = 4
(110) Si: lowest valleys 4, g = 8
(111) Si: lowest valleys 6, g = 12
Masses m_l, m_t: 0.916, 0.19 m0; permittivity 11.7
Fermi wave number: 0.3545 1/nm
Fermi contour area: 0.3948 1/nm^2
Fermi energy: 25.20 meV
Depletion charge: 1.2e+12 cm^-2
  gap to second m_l subband: 54.9 meV
  gap to first m_t subband: 54.0 meV
  mean depth of electrons: 1.57 nm
Low depletion charge: 1.0e+11 cm^-2
  gap to second m_l subband: 22.8 meV
  gap to first m_t subband: 24.2 meV
  mean depth of electrons: 1.92 nm
Reference field: 5.0 T; temperature: 2.0 K
Filling factor h n/(e B): 33.09
Landau spacing: 3.05 meV; thermal energy 0.172 meV
Spin splitting (g-factor 2): 0.58 meV
Valley splitting (rough input): 0.50 meV
Mobility: 3000 cm2/Vs; mu B = 1.50
Collision half-width hbar/(2 tau): 1.02 meV
Thermal damping factor: 0.819
Collision damping factor: 0.123
Two groups: densities 3.6e+12, 4.0e+11 cm^-2
  mobilities 3000, 1000 cm2/Vs
  Hall density 3.824e+12 cm^-2
  main frequency 37.22 T; apparent g 4.25
```
